\section*{Boundary conditions and heat-current scaling in random-mass harmonic chains}

\section{Model and conventions}

A chain has $N$ sites joined by springs $k$. Its masses $m_l$ are independent random numbers with mean $m$ and variance $\sigma^2$. Each end site is tied to a wall by a spring $k'$ and touches a bath with friction $\gamma$ and white noise. At the left end
\begin{equation}
m_1\ddot x_1=-k'x_1-k(x_1-x_2)-\gamma\dot x_1+\xi_L,\qquad
\langle\xi_L(t)\xi_L(t')\rangle=2\gamma k_BT_L\,\delta(t-t'),
\end{equation}
and likewise at the right end with $T_R$. Free ends have $k'=0$, fixed ends $k'=k$, and any $k'>0$ is called pinned. Both ends are alike, the dynamics are classical, and $J$ is the disorder-averaged current for $\Delta T=T_L-T_R$. I write $Z=\sqrt{km}$ for the low-frequency wave impedance and use the time factor $e^{-i\omega t}$.

With stiffness matrix $K$ and mass matrix $M$, the response to the end forces is $G=[K-\omega^2M-i\omega\gamma(E_{11}+E_{NN})]^{-1}$, where $E_{ll}$ projects on site $l$. The left noise has spectral density $2\gamma k_BT_L$ and makes the right friction absorb
\begin{equation}
\gamma\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\omega^2|G_{N1}|^2\,2\gamma k_BT_L
=\frac{k_BT_L}{2\pi}\int_0^\infty T(\omega)\,d\omega,\qquad T=4\gamma^2\omega^2|G_{1N}|^2 .
\end{equation}
The current is linear in $T_L$ and $T_R$ and vanishes when they are equal, so
\begin{equation}
J=\frac{k_B\Delta T}{2\pi}\int_0^\infty\langle T(\omega)\rangle\,d\omega .
\label{J}
\end{equation}
The matrix is tridiagonal with off-diagonal elements $-k$. Hence $G_{1N}=k^{N-1}/\det G^{-1}$, and a two-term recursion gives the determinant for any set of masses.

\section{Back-of-envelope argument}

\subsection{Scattering by the masses}

In the uniform chain $m\omega^2=2k(1-\cos q)$. Put an extra mass $\delta m$ at site 0, with $x_l=e^{iql}+re^{-iql}$ on the left and $x_l=te^{iql}$ on the right. Continuity gives $t=1+r$. The equation of motion at site 0 is
\begin{equation}
k\left(te^{iq}+e^{-iq}+re^{iq}\right)-2kt\cos q=-\delta m\,\omega^2t .
\end{equation}
Substituting $r=t-1$ turns the left side into $2ik\sin q\,(t-1)$, so $r=i\,\delta m\,\omega^2t/(2k\sin q)$. For weak scattering $|t|\approx1$. Adding the mean reflected fractions of $N$ sites gives
\begin{equation}
s=\frac{N\sigma^2\omega^4}{4k^2\sin^2q}\;\longrightarrow\;\frac{N\sigma^2\omega^2}{4km}
\quad(\omega\to0),
\label{s}
\end{equation}
because $k\sin q\to kq=\omega Z$. Long waves average over the masses and scatter little. The typical transmission falls as $e^{-s}$, but its mean, which enters (\ref{J}), has the slower exponential factor $e^{-s/4}$; both are derived below. A reasonable cutoff is therefore $s=4$:
\begin{equation}
\omega_c=\sqrt{\frac{16km}{\sigma^2N}} .
\end{equation}

\subsection{Absorption at the ends}

Introduce a fictitious $x_0$ that makes the end equation look like a bulk equation. Subtracting $(k+k'-m\omega^2-i\omega\gamma)x_1=kx_2$ from $(2k-m\omega^2)x_1=kx_2+kx_0$ gives $x_0=\beta x_1$ with $\beta=1-k'/k+i\omega\gamma/k$. For a wave $e^{-iql}+re^{iql}$ this means $r=-(1-\beta e^{-iq})/(1-\beta e^{iq})$. The absorbed fraction is
\begin{equation}
A=1-|r|^2=\frac{4(\omega\gamma/k)\sin q}{|1-\beta e^{iq}|^2}.
\label{A}
\end{equation}
For free ends and small $\omega$, $1-\beta e^{iq}\approx-i\omega(Z+\gamma)/k$. For pinned ends it tends to $k'/k$. Therefore
\begin{equation}
A_{\rm free}\to\frac{4Z\gamma}{(Z+\gamma)^2},\qquad
A_{\rm pinned}\to\frac{4Z\gamma\,\omega^2}{k'^2}.
\label{Alow}
\end{equation}
A free end moves with the wave and drags against the bath at any low frequency. A pinned end hardly moves: its displacement is proportional to the force of the wave, hence its velocity carries an extra factor $\omega$ and its dissipated power a factor $\omega^2$.

\subsection{The two exponents}

In a clean chain repeated reflections give $T=A^2/(1+R^2-2R\cos\phi)$ with $R=1-A$. The average over the fringe phase $\phi$ is $A^2/(1-R^2)=A/(2-A)$. This equals $2Z\gamma/(Z^2+\gamma^2)$ for free ends and approaches $A/2$ for pinned ones. Cutting (\ref{J}) off at $\omega_c$ gives
\begin{equation}
J_{\rm free}\approx\frac{k_B\Delta T}{2\pi}\frac{2Z\gamma}{Z^2+\gamma^2}\,\omega_c\propto N^{-1/2},\qquad
J_{\rm pinned}\approx\frac{k_B\Delta T}{2\pi}\frac{2Z\gamma}{k'^2}\frac{\omega_c^3}{3}\propto N^{-3/2}.
\label{crude}
\end{equation}
In both cases disorder limits the current to frequencies of order $N^{-1/2}$; the ends set how much power enters there. Pinned ends favour the upper part of this range, so the sharp cutoff is only a rough estimate.

\section{Controlled derivation}

\subsection{Random phases}

Let $z=2/T-1\ge1$. Two scatterers in series have $T=T_1T_2/|1-\sqrt{R_1R_2}\,e^{i\phi}|^2$. With $1/T=(z+1)/2$ and $R/T=(z-1)/2$, and after shifting $\phi$ by $\pi$, this becomes
\begin{equation}
z=z_1z_2+\sqrt{z_1^2-1}\sqrt{z_2^2-1}\,\cos\phi .
\label{comp}
\end{equation}
I take $\phi$ as uniform and independent of $z_1,z_2$. This is a leading-order statement for large $N$: at $\omega_c$ the phase $qN\approx4(m/\sigma)\sqrt N$ is large, and the mean free path $N/s\propto\omega^{-2}$ far exceeds the wavelength.

A thin slice reflecting a fraction $ds$ has $z_2\approx1+2ds$ and $\sqrt{z_2^2-1}\approx2\sqrt{ds}$. Thus $\langle\delta z\rangle=2z\,ds$ and $\langle\delta z^2\rangle=2(z^2-1)\,ds$. For any smooth function $h$,
\begin{equation}
\frac{d\langle h\rangle}{ds}=\langle Lh\rangle,\qquad
Lh=\frac{d}{dz}\left[(z^2-1)\frac{dh}{dz}\right].
\end{equation}
For $h=\ln(1+z)$ one finds $Lh=1$. Since $T=2/(1+z)$, perfectly absorbing ends give $\langle\ln T\rangle=-s$.

\subsection{Eigenfunctions}

Let $P_\kappa$ be the Legendre function of degree $\nu=-\frac12+i\kappa$, regular at $z=1$ with $P_\kappa(1)=1$. Then $LP_\kappa=\nu(\nu+1)P_\kappa=-(\kappa^2+\frac14)P_\kappa$, and disorder multiplies $\langle P_\kappa\rangle$ by $e^{-(\kappa^2+1/4)s}$.

To add a contact, define $\Lambda=\partial_{z_1}(z_1^2-1)\partial_{z_1}+(z_1^2-1)^{-1}\partial_\phi^2$. Differentiating (\ref{comp}) gives $\Lambda z=2z$ and
\begin{equation}
(z_1^2-1)(\partial_{z_1}z)^2+\frac{(\partial_\phi z)^2}{z_1^2-1}=z^2-1 .
\end{equation}
Hence $\Lambda f(z)=(Lf)(z)$. Averaging over $\phi$ removes the $\partial_\phi^2$ term, so the average of $P_\kappa(z)$ is a regular eigenfunction in $z_1$. Its value at $z_1=1$ is $P_\kappa(z_2)$, and therefore
\begin{equation}
\langle P_\kappa(z)\rangle_\phi=P_\kappa(z_1)P_\kappa(z_2).
\end{equation}

The same identity with $f=z^\nu$, divided by $z_2^\nu$ as $z_2\to\infty$, shows that the $\phi$-average of $(z_1+\sqrt{z_1^2-1}\cos\phi)^\nu$ is $P_\kappa(z_1)$. Setting $z_1=\cosh\eta$ and $e^t=\cosh\eta+\sinh\eta\cos\phi$ gives Mehler's integral,
\begin{equation}
P_\kappa(\cosh\eta)=\frac2\pi\int_0^\eta\frac{\cos\kappa t\,dt}{\sqrt{2(\cosh\eta-\cosh t)}} .
\label{mehler}
\end{equation}
A second form follows from $e^{i\kappa t}/\sqrt{2(\cosh t-\cosh\eta)}$, which is analytic for $0<{\rm Im}\,t<2\pi$. Let $\mathcal C$ be the integral in (\ref{mehler}) and $\mathcal S=\int_\eta^\infty\sin\kappa t\,dt/\sqrt{2(\cosh t-\cosh\eta)}$. Following the sign of the root past $\pm\eta$, the lower edge of the strip gives $2i(\mathcal S-\mathcal C)$ and the upper edge $-2ie^{-2\pi\kappa}(\mathcal S+\mathcal C)$. The two are equal, so $\mathcal C=\coth(\pi\kappa)\,\mathcal S$.

\subsection{Mean transmission}

The transmission itself has the expansion
\begin{equation}
\frac{2}{1+z}=2\pi\int_0^\infty d\kappa\,\kappa\,\frac{\tanh\pi\kappa}{\cosh\pi\kappa}\,P_\kappa(z).
\label{expand}
\end{equation}
To prove it, insert $P_\kappa=(2/\pi)\coth(\pi\kappa)\,\mathcal S$. Differentiating $\int_0^\infty\cos\kappa t\,{\rm sech}\,\pi\kappa\,d\kappa=1/[2\cosh(t/2)]$ with respect to $t$ gives $\int_0^\infty\kappa\sin\kappa t\,{\rm sech}\,\pi\kappa\,d\kappa=\sinh(t/2)/[4\cosh^2(t/2)]$. With $c=\cosh(t/2)$, $c_0=\cosh(\eta/2)$ and $\cosh t-\cosh\eta=2(c^2-c_0^2)$, the right side of (\ref{expand}) is
\begin{equation}
4\int_{c_0}^\infty\frac{2\,dc}{4c^2\cdot2\sqrt{c^2-c_0^2}}
=\int_{c_0}^\infty\frac{dc}{c^2\sqrt{c^2-c_0^2}}=\frac1{c_0^2}=\frac2{1+\cosh\eta}.
\end{equation}

Each contact has $z_c=2/A-1$. Contact, disorder and contact in series give
\begin{equation}
\langle T\rangle=2\pi\int_0^\infty d\kappa\,\kappa\,\frac{\tanh\pi\kappa}{\cosh\pi\kappa}\,P_\kappa(z_c)^2\,e^{-(\kappa^2+1/4)s}.
\label{meanT}
\end{equation}
The lower end of the spectrum, $\kappa=0$, supplies the factor $e^{-s/4}$ used for the cutoff. The mean decays more slowly than the typical value because rare chains transmit well.

\subsection{Free ends}

Here $z_c=(Z^2+\gamma^2)/(2Z\gamma)$ does not depend on frequency. For the integral over $\omega$ I use the low-frequency form of $s$ up to infinity; at fixed $\omega>0$ one-dimensional localization, taken here as a known result, makes the transmission exponentially small in $N$. With $\int_0^\infty e^{-b\omega^2}d\omega=\frac12\sqrt{\pi/b}$,
\begin{equation}
J_{\rm free}=\frac{k_B\Delta T}{2\pi}\,\pi^{3/2}C\left(\frac{4km}{\sigma^2N}\right)^{1/2},\quad
C=\int_0^\infty d\kappa\,\frac{\kappa\tanh\pi\kappa}{\cosh\pi\kappa}\,\frac{P_\kappa(z_c)^2}{\sqrt{\kappa^2+\frac14}} .
\label{free}
\end{equation}

\subsection{Pinned ends}

Now $z_c\approx2/A$ is large. Put $t=\eta-u$ in (\ref{mehler}); then $2(\cosh\eta-\cosh t)\approx e^\eta(1-e^{-u})$ and
\begin{equation}
P_\kappa\approx\frac2\pi e^{-\eta/2}\,{\rm Re}\left[e^{i\kappa\eta}B\right],\qquad
B=\int_0^\infty\frac{e^{-i\kappa u}du}{\sqrt{1-e^{-u}}}=\frac{\sqrt\pi\,\Gamma(i\kappa)}{\Gamma(\frac12+i\kappa)},
\end{equation}
where a vanishing damping factor defines the integral at large $u$. The reflection formulas for $\Gamma$ give $|B|^2=\pi\coth(\pi\kappa)/\kappa$. Since $e^\eta\approx2z_c$, the non-oscillating part of $P_\kappa^2$ is $\coth(\pi\kappa)/(\pi\kappa z_c)$. The part oscillating as $2\kappa\eta$ averages out in the $\kappa$ integral as $\eta\to\infty$. Equation (\ref{meanT}) becomes
\begin{equation}
\langle T\rangle\to A\int_0^\infty\frac{d\kappa}{\cosh\pi\kappa}\,e^{-(\kappa^2+1/4)s}.
\label{pinT}
\end{equation}
At $s=0$ this is $A/2$, the clean result. Inserting (\ref{Alow}) and $\int_0^\infty\omega^2e^{-b\omega^2}d\omega=\frac{\sqrt\pi}4b^{-3/2}$ yields
\begin{equation}
J_{\rm pinned}=\frac{k_B\Delta T}{2\pi}\,\frac{\sqrt\pi\,Z\gamma}{k'^2}\,D\left(\frac{4km}{\sigma^2N}\right)^{3/2},\quad
D=\int_0^\infty\frac{d\kappa}{\cosh(\pi\kappa)\,(\kappa^2+\frac14)^{3/2}} .
\label{pinned}
\end{equation}

\subsection{Conditions}

For a weak wall spring, $k'\ll k$, the denominator of (\ref{A}) is proportional to $k'^2+\omega^2(Z+\gamma)^2$. The pinned law then needs $\omega_c(Z+\gamma)\ll k'$, or $N\gg16km(Z+\gamma)^2/(\sigma^2k'^2)$. Chains of comparable length lie in a crossover between the two laws. Far below this length, with $N$ still large, the current approaches the free-end law, but slowly: the wall springs block frequencies below about $k'/(Z+\gamma)$. At such frequencies disorder is negligible and $A/(2-A)=2Z\gamma\omega^2/[k'^2+\omega^2(Z^2+\gamma^2)]$, so $\int T\,d\omega$ loses $\frac{2Z\gamma}{Z^2+\gamma^2}\,\frac{\pi k'}{2\sqrt{Z^2+\gamma^2}}$. The fraction of the current lost is therefore proportional to $k'/[(Z+\gamma)\omega_c]$ when this ratio is small, and so shrinks only as $\sqrt N$ when $N$ is reduced. For $\gamma=Z/2$ the prefactor tends to 3.7; it has dropped to about 3.3 at a ratio of 0.03 and to 2.8 at 0.1.

The exponents depend on the baths. If the end absorption varied as $A\propto\omega^p$ with $p>0$, (\ref{pinT}) would give $J\propto N^{-(1+p)/2}$; white noise with a wall spring is the case $p=2$. The results also require $\sigma>0$, $\gamma$ independent of $N$, and no springs tying interior sites to a substrate, since those would remove the long waves that carry the current.

\section{Comparison with sampled chains}

Take $k=m=k_B\Delta T=1$, $\gamma=0.5$ and masses 0.5 or 1.5 with equal probability, so $\sigma^2=0.25$. Currents are in units of $k_B\Delta T\sqrt{k/m}$. With $z_c=1.25$ the integrals are $C=0.1638$ and $D=2.447$, and $4km/\sigma^2=16$. Hence
\begin{align}
J_{\rm free}&=\tfrac{\sqrt\pi}{2}(0.1638)(4)\,N^{-1/2}=0.581\,N^{-1/2},\\
J_{\rm fixed}&=\tfrac{1}{2\sqrt\pi}(0.5)(2.447)(64)\,N^{-3/2}=22.1\,N^{-3/2}.
\end{align}
For $N=1000$ the cutoff is $\omega_c=\sqrt{16/250}=0.253$. The crude estimates (\ref{crude}) are $0.8(0.253)/2\pi=0.0322$ for free ends and $(0.253)^3/6\pi=8.6\times10^{-4}$ for fixed ends. They exceed the asymptotic laws by factors of 1.75 and 1.23.

The sampled currents average the recursion over random chains and assume no random phases. The finite-length formula is (\ref{meanT}) with the lattice forms (\ref{s}) and (\ref{A}).

\begin{center}
\begin{tabular}{llccc}
Ends & $N$ & sampled $J$ & formula & law\\
free & 250 & $0.03553(8)$ & 0.03573 & 0.03673\\
free & 4000 & $0.00917(4)$ & 0.00917 & 0.00918\\
fixed & 250 & $3.37(3)\times10^{-3}$ & $3.46\times10^{-3}$ & $5.59\times10^{-3}$\\
fixed & 1000 & $5.86(9)\times10^{-4}$ & $5.80\times10^{-4}$ & $6.98\times10^{-4}$\\
fixed & 4000 & $8.3(4)\times10^{-5}$ & $8.2\times10^{-5}$ & $8.7\times10^{-5}$
\end{tabular}
\end{center}

Brackets give one standard error in the last digit. For free ends the sampled exponent between 1000 and 4000 sites is $-0.495$. For fixed ends it is $-1.26$ between 250 and 1000 sites and $-1.41$ between 1000 and 4000, so these lengths show an approach to $-3/2$, not its attainment. The formula gives $-1.29$ and $-1.41$ for the same pairs, and at $N=10^7$ it agrees with law (\ref{pinned}) to within 0.03\%, most of which comes from cutting the frequency integral at $s=36$ (a larger cutoff leaves 0.009\%).

One source of the slow approach is the end absorption. For fixed ends the denominator of (\ref{A}) is $1+\omega^2\gamma^2+2\omega\gamma\sin q\approx1+1.25\,\omega^2$ here, which lowers $A$ by about 7\% at $\omega_c$ for $N=1000$. This correction falls as $1/N$, but it is not the whole deficit. At $N=1000$ the formula lies 17\% below the law. Taken one at a time, the lattice form of $A$ lowers the current by 9\%, the lattice form of $s$ by 5\%, and keeping the full $P_\kappa$ instead of its large-$z_c$ average by 7\%. The total deficit falls more slowly than $1/N$: multiplied by $N$ it grows from 170 at $N=10^3$ to 650 at $N=10^6$. At $N=250$ the sampled fixed-end current lies 2.7\% below the formula, about three standard errors, so corrections beyond the random-phase formula are probably visible there.

The gap between typical and mean transmission appears directly with matched free ends, $\gamma=Z$. At $s=8.07$ the sampled $\langle\ln T\rangle$ is $-8.11$, a typical transmission of $3.0\times10^{-4}$, while the sampled mean is 0.020. Formula (\ref{meanT}) gives 0.021. A cutoff set by the typical chain, $s=1$, would therefore discard frequencies that still carry current: at large $N$ and $\gamma=0.5$ they carry 30\% of the free-end and 88\% of the fixed-end current. Used in the crude estimates, $s=1$ gives 0.88 of the free law but only 0.15 of the fixed law, so $s=4$ is the better choice only for pinned ends. The remaining comparisons are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Reduced units: k = mean mass = k_B*DeltaT = 1
end friction gamma = 0.5, mass variance = 0.25
6-site chain, free: J integral 0.14420, covariance 0.14420
6-site chain, fixed: J integral 0.04513, covariance 0.04513
clean chain, free: fringe mean T 0.7946, A/(2-A) 0.7946
clean chain, fixed: fringe mean T 0.0526, A/(2-A) 0.0525
matched ends, N = 1000, omega = 0.1789: s = 2.016
  sampled mean ln T = -2.025, typical T = 1.32e-01
  sampled mean T = 0.2612, theory 0.2633
matched ends, N = 4000, omega = 0.1789: s = 8.065
  sampled mean ln T = -8.111, typical T = 3.00e-04
  sampled mean T = 0.0199, theory 0.0211
contact parameter z_c (free) = 1.250
integral C = 0.16382, integral D = 2.44670
free law:  J = 0.5807 * N^(-1/2)
fixed law: J = 22.0864 * N^(-3/2)
finite-N formula / law at N = 1e7: free 1.00000, fixed 0.99973
  same with wall spring 0.5: 0.99954
free N=250: omega_c=0.5060, sampled J=3.5532e-02 +- 8.3e-05
  formula 3.5731e-02, law 3.6728e-02, crude 6.4421e-02
free N=1000: omega_c=0.2530, sampled J=1.8208e-02 +- 4.2e-05
  formula 1.8232e-02, law 1.8364e-02, crude 3.2211e-02
free N=4000: omega_c=0.1265, sampled J=9.1687e-03 +- 3.7e-05
  formula 9.1652e-03, law 9.1819e-03, crude 1.6105e-02
free: crude estimate / law = 1.754
free exponent 250-1000: sampled -0.482, formula -0.485
free exponent 1000-4000: sampled -0.495, formula -0.496
fixed N=250: omega_c=0.5060, sampled J=3.3690e-03 +- 2.8e-05
  formula 3.4615e-03, law 5.5875e-03, crude 6.8716e-03
fixed N=1000: omega_c=0.2530, sampled J=5.8594e-04 +- 8.5e-06
  formula 5.8008e-04, law 6.9843e-04, crude 8.5895e-04
fixed N=4000: omega_c=0.1265, sampled J=8.2677e-05 +- 3.9e-06
  formula 8.1802e-05, law 8.7304e-05, crude 1.0737e-04
fixed: crude estimate / law = 1.230
fixed exponent 250-1000: sampled -1.262, formula -1.289
fixed exponent 1000-4000: sampled -1.413, formula -1.413
\end{verbatim}
